# Setting negative fitted thicknesses to zero: comment on a wafer map: a numerical check

```python
"""
Result under test: if a fitted thickness X is Gaussian about the true value t
with standard deviation sigma, then Y = max(0, X) has the bias
    E[Y] - t = sigma * (phi(tau) - tau * Phi(-tau)),   tau = t / sigma,
which is sigma / sqrt(2 pi) = 0.399 sigma for an absent film (t = 0).
phi, Phi: standard normal density and distribution function.
Example: residual copper by X-ray fluorescence; thickness is the difference of
peak-window and side-window counts divided by the sensitivity (counts per nm).
"""
import numpy as np
from scipy import stats
from scipy.constants import N_A
from scipy.integrate import quad
from scipy.optimize import lsq_linear

rng = np.random.default_rng(12)
normal = stats.norm


def clip_bias(tau):
    """Derived bias of the clipped estimate, in units of sigma."""
    return normal.pdf(tau) - tau * normal.cdf(-tau)


def clipped_moment(tau, power):
    """Moment of max(0, X) from its definition, with sigma = 1."""
    return quad(lambda x: x**power * normal.pdf(x - tau), 0, tau + 12,
                epsabs=1e-12, limit=200)[0]


# Bias from the definition against the derived formula
print("Bias of clipped thickness, by quadrature (units of sigma):")
for tau in (0.0, 0.5, 1.0, 2.0, 3.0):
    bias = clipped_moment(tau, 1) - tau
    assert abs(bias - clip_bias(tau)) < 1e-9
    # mean square error about the truth, including the readings set to zero
    mse = (quad(lambda x: (x - tau)**2 * normal.pdf(x - tau), 0, tau + 12,
                limit=200)[0] + tau**2 * normal.cdf(-tau))
    assert mse < 1.0
    print(f"  t/sigma = {tau:.1f}: bias {bias:.4f}, mean sq. error {mse:.4f}")
bias0 = clipped_moment(0, 1)
assert abs(bias0 - 1 / np.sqrt(2 * np.pi)) < 1e-9
var0 = clipped_moment(0, 2) - bias0**2
assert abs(var0 - (0.5 - 1 / (2 * np.pi))) < 1e-9
print(f"Absent film: variance of clipped value = {var0:.4f} sigma^2")
print(f"Absent film: std. dev. of clipped value = {np.sqrt(var0):.4f} sigma")

# Deleting negative readings
deleted = bias0 / quad(normal.pdf, 0, 12)[0]
assert abs(deleted - np.sqrt(2 / np.pi)) < 1e-8
print(f"Bias if negative readings are deleted = {deleted:.4f} sigma")

# Other zero-mean, unit-variance errors: bias is half the mean absolute error
shapes = {"uniform": stats.uniform(-np.sqrt(3), 2 * np.sqrt(3)),
          "Laplace": stats.laplace(0, 1 / np.sqrt(2)),
          "shifted exponential": stats.expon(-1, 1)}
for name, dist in shapes.items():
    low, high = max(dist.support()[0], -40), min(dist.support()[1], 40)
    positive = quad(lambda x: x * dist.pdf(x), 0, high, limit=200)[0]
    negative = quad(lambda x: -x * dist.pdf(x), low, 0, limit=200)[0]
    assert abs(positive - (positive + negative) / 2) < 1e-7
    assert abs(positive - bias0) > 0.01
    print(f"Clipping bias, {name} error = {positive:.4f} sigma")

# A bounded linear fit with a free background equals clipping the free fit
channel = np.arange(20)
design = np.column_stack([np.exp(-(channel - 9.5)**2 / 18), np.ones(20)])
n_negative = 0
for _ in range(200):
    data = 5 + rng.normal(size=20)
    free = np.linalg.lstsq(design, data, rcond=None)[0][0]
    bounded = lsq_linear(design, data, bounds=([0, -np.inf], np.inf),
                         method="bvls").x[0]
    n_negative += free < 0
    assert abs(bounded - max(0, free)) < 1e-7
assert 50 < n_negative < 150
print(f"Bounded-fit test: {n_negative} of 200 free fits were negative")

# Number of averaged readings at which clipping stops paying
crossover = (1 - var0) / bias0**2
assert abs(crossover - (np.pi + 1)) < 1e-7
for n_avg in (4, 5):
    means = np.maximum(0, rng.normal(size=(400000, n_avg))).mean(axis=1)
    mse_clip = np.mean(means**2)
    assert abs(mse_clip - (bias0**2 + var0 / n_avg)) < 0.003
    assert (mse_clip < 1 / n_avg) == (n_avg < crossover)
    print(f"N = {n_avg}: mean sq. error clipped {mse_clip:.4f}, "
          f"signed {1 / n_avg:.4f} sigma^2")
print(f"Equal mean square error at N = {crossover:.4f}")

# Worked example: rough round parameters
background = 400.0      # expected counts in peak window and in side windows
sensitivity = 500.0     # net counts per nm of copper
n_sites = 49
density, molar_mass = 8.96, 63.546      # g/cm3, g/mol
atoms_per_nm = density / molar_mass * N_A * 1e-7    # atoms/cm2 per nm
sigma = np.sqrt(2 * background) / sensitivity
false_film = bias0 * sigma
print(f"Background = {background:.0f} counts, sensitivity = "
      f"{sensitivity:.0f} counts/nm, sites = {n_sites}")
print(f"Sigma in counts = {np.sqrt(2 * background):.2f}")
print(f"Sigma of one thickness = {sigma:.4f} nm")
print(f"False mean thickness (Gaussian) = {false_film:.4f} nm")
print(f"Copper atoms per nm of film = {atoms_per_nm:.3e} cm^-2")
print(f"False areal density = {false_film * atoms_per_nm:.2e} cm^-2")
print(f"Std. error of signed mean = {sigma / np.sqrt(n_sites):.4f} nm")
clip_error = np.sqrt(var0 / n_sites) * sigma
print(f"Std. error of clipped mean = {clip_error:.4f} nm")
print(f"False mean / its std. error = {false_film / clip_error:.2f}")

# Many simulated maps of a copper-free wafer, with Poisson counts
shape = (40000, n_sites)
maps = (rng.poisson(background, shape)
        - rng.poisson(background, shape)) / sensitivity
clipped = np.maximum(0, maps)
one = maps[0]
print(f"One map: negative sites = {np.sum(one < 0)}, "
      f"lowest = {one.min():.3f} nm, highest = {one.max():.3f} nm")
print(f"One map: signed mean = {one.mean():.4f} nm, "
      f"clipped mean = {clipped[0].mean():.4f} nm")
assert abs(maps.mean()) < 0.001 * 0.5
assert abs(clipped.mean() / false_film - 1) < 0.01


def detection_rate(values):
    error = values.std(axis=1, ddof=1) / np.sqrt(n_sites)
    return np.mean(values.mean(axis=1) > 3 * error)


rate_signed, rate_clipped = detection_rate(maps), detection_rate(clipped)
assert rate_signed < 0.01 and rate_clipped > 0.9
print(f"False detections at 3 std. errors, signed = {100*rate_signed:.2f} %")
print(f"False detections at 3 std. errors, clipped = {100*rate_clipped:.2f} %")
late_clip = np.maximum(0, maps.mean(axis=1)).mean()
assert abs(late_clip / (sigma / np.sqrt(2 * np.pi * n_sites)) - 1) < 0.04
print(f"Bias if the map mean is clipped once = {late_clip:.4f} nm")

# Exact Poisson sums: discreteness, and growth of sigma when copper is present
counts = np.arange(0, 1001)
difference = np.maximum(0, counts[:, None] - counts[None, :])


def poisson_bias(thickness):
    peak = stats.poisson.pmf(counts, background + sensitivity * thickness)
    side = stats.poisson.pmf(counts, background)
    return peak @ difference @ side / sensitivity - thickness


exact0, exact1 = poisson_bias(0.0), poisson_bias(sigma)
assert abs(exact0 / false_film - 1) < 1e-3
local_sigma = np.sqrt(2 * background + sensitivity * sigma) / sensitivity
assert abs(exact1 - local_sigma * clip_bias(sigma / local_sigma)) < 5e-4 * sigma
print(f"Absent film: Poisson bias / Gaussian bias = {exact0/false_film:.6f}")
print(f"Film of one sigma: Poisson bias = {exact1:.5f} nm, "
      f"fixed-sigma formula = {sigma * clip_bias(1):.5f} nm")
print(f"Film of one sigma: sigma grows by {100*(local_sigma/sigma-1):.2f} %")

# Other neglected effects, for the example's own numbers
offset = 0.01 * background / sensitivity
shifted_mean = sigma * clipped_moment(offset / sigma, 1)
print(f"1 % background mismatch: offset = {offset:.4f} nm "
      f"= {offset / sigma:.3f} sigma")
print(f"Clipped mean with this positive offset = {shifted_mean:.4f} nm")
mass_attenuation = 50.0     # cm2/g, rough, for incoming and outgoing X-rays
path_factor = 2 * np.sqrt(2)    # both beams at 45 degrees to the surface
depth = mass_attenuation * density * path_factor * sigma * 1e-7
loss = 1 + np.expm1(-depth) / depth
assert 0 < loss < 1e-4
print(f"Self-absorption loss in a film of one sigma = {loss:.1e}")
trace = 1e12 / atoms_per_nm
print(f"Real trace of 1e12 cm^-2 = {trace:.1e} nm = {trace/sigma:.4f} sigma")
print("OK")
```

Running it gives:

```
Bias of clipped thickness, by quadrature (units of sigma):
  t/sigma = 0.0: bias 0.3989, mean sq. error 0.5000
  t/sigma = 0.5: bias 0.1978, mean sq. error 0.5926
  t/sigma = 1.0: bias 0.0833, mean sq. error 0.7580
  t/sigma = 2.0: bias 0.0085, mean sq. error 0.9603
  t/sigma = 3.0: bias 0.0004, mean sq. error 0.9975
Absent film: variance of clipped value = 0.3408 sigma^2
Absent film: std. dev. of clipped value = 0.5838 sigma
Bias if negative readings are deleted = 0.7979 sigma
Clipping bias, uniform error = 0.4330 sigma
Clipping bias, Laplace error = 0.3536 sigma
Clipping bias, shifted exponential error = 0.3679 sigma
Bounded-fit test: 107 of 200 free fits were negative
N = 4: mean sq. error clipped 0.2440, signed 0.2500 sigma^2
N = 5: mean sq. error clipped 0.2277, signed 0.2000 sigma^2
Equal mean square error at N = 4.1416
Background = 400 counts, sensitivity = 500 counts/nm, sites = 49
Sigma in counts = 28.28
Sigma of one thickness = 0.0566 nm
False mean thickness (Gaussian) = 0.0226 nm
Copper atoms per nm of film = 8.491e+15 cm^-2
False areal density = 1.92e+14 cm^-2
Std. error of signed mean = 0.0081 nm
Std. error of clipped mean = 0.0047 nm
False mean / its std. error = 4.78
One map: negative sites = 21, lowest = -0.146 nm, highest = 0.142 nm
One map: signed mean = 0.0048 nm, clipped mean = 0.0285 nm
False detections at 3 std. errors, signed = 0.24 %
False detections at 3 std. errors, clipped = 99.93 %
Bias if the map mean is clipped once = 0.0032 nm
Absent film: Poisson bias / Gaussian bias = 0.999844
Film of one sigma: Poisson bias = 0.00495 nm, fixed-sigma formula = 0.00471 nm
Film of one sigma: sigma grows by 1.75 %
1 % background mismatch: offset = 0.0080 nm = 0.141 sigma
Clipped mean with this positive offset = 0.0268 nm
Self-absorption loss in a film of one sigma = 3.6e-06
Real trace of 1e12 cm^-2 = 1.2e-04 nm = 0.0021 sigma
OK
```
